\section*{The QED cusp anomalous dimension and its continuation to pair creation}

A charge so heavy that photon recoil does not deflect it moves with four-velocity $v_1$, is struck at the origin, and leaves with four-velocity $v_2$. Let $W$ be the amplitude that the electromagnetic vacuum remains the vacuum, and let $R$ be $W$ for this bent path divided by $W$ for an unbent path of the same length. Lorentz invariance lets $R$ depend on the velocities through $w=v_1\cdot v_2$ alone. The free Maxwell field has no intrinsic length, so the remaining variables are the charge $e$ and the ratio $L/a$, where $L$ is the length of each leg and $a$ a short-distance cutoff. If $L\,d\ln R/dL$ tends to a finite limit $-\Gamma$ for $L\gg a$, with corrections that fall as a power of $a/L$, then
\begin{equation}
R = C\left(\frac{L}{a}\right)^{-\Gamma(w)},\qquad \Gamma(1)=0 ,
\label{power}
\end{equation}
where $C$ does not depend on $L$. The symmetry $A_\mu\to-A_\mu$ of the free field makes $\Gamma$ even in $e$. What remains is to show that the limit exists, that $\Gamma$ stops at order $e^2$, and how it depends on $w$.

I use $\hbar=c=1$, the metric $(+,-,-,-)$ and $e^2=4\pi\alpha$. The charge couples to the field through the action $-e\int dx^\mu A_\mu$, so
\begin{equation}
W=\Big\langle T\exp\Big(-ie\int dx^\mu A_\mu\Big)\Big\rangle
=\frac{\int\! DA\; e^{\frac i2 AKA-iJA}}{\int\! DA\; e^{\frac i2 AKA}} .
\end{equation}
Here $J^\mu$ is the current of the path, products such as $JA$ include integration over spacetime, and $\frac12AKA$ is the gauge-fixed free action. Substitute $A=A'+K^{-1}J$. The terms linear in $A'$ cancel:
\begin{equation}
\tfrac12AKA-JA=\tfrac12A'KA'+JA'+\tfrac12JK^{-1}J-JA'-JK^{-1}J
=\tfrac12A'KA'-\tfrac12JK^{-1}J .
\end{equation}
The integral over $A'$ cancels against the denominator. Since the propagator is $\langle T A_\mu A_\nu\rangle=i(K^{-1})_{\mu\nu}$,
\begin{equation}
\ln W=-\frac{e^2}{2}\iint dx^\mu dy^\nu\,\langle T A_\mu(x)A_\nu(y)\rangle .
\label{gauss}
\end{equation}
This is the one-loop term, and nothing follows it. Diagrams with several exchanged photons, crossed or not, add up to the expansion of its exponential. The argument needs an action quadratic in $A$ and a prescribed current, and it uses no property of the path.

A single field mode shows what is at stake. Take an oscillator of unit frequency, driven by $g\,e^{-t^2/2}q$ with $g=1.2$. Its time-ordered correlation is $\frac12e^{-i|t-t'|}$. Direct integration of the Schrödinger equation in 32 levels gives the amplitude to end in the ground state, $0.0854+0.4267i$, which is also the exponential of the one-loop integral. Doubling $g$ from 0.6 to 1.2 multiplies the logarithm of this amplitude by 4.000. If $0.1\,q^4$ is added to the oscillator energy, and the amplitude is taken in the new ground state with its free phase removed, the factor becomes $3.985-0.203i$. Self-interaction of the field thus produces terms beyond $g^2$ in the logarithm.

In Feynman gauge the free action is $\frac12\int A^\nu\partial^2A_\nu$, so the propagator is $-g_{\mu\nu}\Delta$, where $\Delta$ is that of a massless scalar. At Euclidean separation $r$ one has $\Delta=1/(4\pi^2r^2)$, because the flux of its gradient through a three-sphere is $-2/(4\pi^2r^3)\times2\pi^2r^3=-1$. Time ordering corresponds to $t^2\to t^2(1-i0)$, hence $r^2\to-(x^2-i0)$, and
\begin{equation}
\langle T A_\mu(x)A_\nu(0)\rangle=\frac{g_{\mu\nu}}{4\pi^2(x^2-i0)} .
\end{equation}
At short distance I replace $i0$ by $ia^2$.

Points on the incoming leg are $x=-sv_1$, with $s$ running from $L$ down to 0, so $dx=v_1|ds|$. Points on the outgoing leg are $y=tv_2$. The two tangents have product $w$, and
\begin{equation}
(x-y)^2=(sv_1+tv_2)^2=s^2+t^2+2stw .
\end{equation}
Terms in (\ref{gauss}) with both points on one leg do not depend on the bend and cancel in $R$. They carry the linear divergence, since $\int_{-\infty}^{\infty}du/(u^2-ia^2)=\pi e^{i\pi/4}/a$. Its imaginary contribution to $\ln W$ is a shift of the charge's mass, and its real contribution is an artefact of this regulator. Terms with one point on each leg occur twice, which removes the factor $\frac12$. With $e^2/4\pi^2=\alpha/\pi$,
\begin{equation}
\ln R=-\frac{\alpha}{\pi}\big[wI(w)-I(1)\big],\qquad
I(w)=\int_0^L\!\!\int_0^L\frac{ds\,dt}{s^2+t^2+2stw-ia^2} .
\label{ratio}
\end{equation}

The logarithm follows from differentiating with respect to $L$. The integrand is symmetric in $s$ and $t$, so the two moving edges of the square contribute equally. Setting $t=Lz$,
\begin{equation}
L\frac{dI}{dL}=2\int_0^1\frac{dz}{1+z^2+2wz-ia^2/L^2}
\;\longrightarrow\;\int_0^\infty\frac{dz}{1+z^2+2wz} .
\label{edge}
\end{equation}
In the last form $a/L\to0$, and the substitution $z\to1/z$ has turned one of the two equal halves into the integral from 1 to infinity. The correction is of relative order $a^2/L^2$. Integrated over $\ln L$ it changes $C$ and not the power, so the limit assumed in (\ref{power}) exists.

For $w=\cosh\phi$ the denominator is $(z+e^{\phi})(z+e^{-\phi})$, and partial fractions give
\begin{equation}
\int_0^\infty\frac{dz}{1+z^2+2z\cosh\phi}
=\frac{1}{2\sinh\phi}\left[\ln\frac{z+e^{-\phi}}{z+e^{\phi}}\right]_0^\infty
=\frac{\phi}{\sinh\phi} .
\label{basic}
\end{equation}
The upper limit gives zero and the lower one $+2\phi$. For the unbent line the integral is $\int_0^\infty dz/(1+z)^2=1$. Inserting both in (\ref{ratio}),
\begin{equation}
L\frac{d\ln R}{dL}=-\Gamma,\qquad
\boxed{\Gamma=\frac{\alpha}{\pi}\,(\phi\coth\phi-1)} .
\label{cusp}
\end{equation}
The $-1$ comes from the unbent line. At $\phi=3$, evaluating (\ref{ratio}) by quadrature at $L=1000a$ and $4000a$ gives a slope of 2.01491 in units of $\alpha/\pi$, equal to $3\coth3-1$ at this precision.

The choice among covariant gauges does not enter $\Gamma$. Another covariant gauge adds to the propagator a multiple of $k_\mu k_\nu/k^4$, which in position space is a multiple of $\partial_\mu\partial_\nu\ln x^2$, since $1/k^4$ transforms into a logarithm. Between the legs, with $h(s,t)=\ln(s^2+t^2+2stw-ia^2)$, its contribution is proportional to
\begin{equation}
\int_0^L\!\!\int_0^L ds\,dt\,\frac{\partial^2h}{\partial s\,\partial t}
=h(L,L)-2h(L,0)+h(0,0) .
\end{equation}
For $L\gg a$ the dependence on $w$ sits in $h(L,L)=\ln[2L^2(1+w)]$. Subtracting the unbent line leaves $\ln[(1+w)/2]$, which is independent of $L$. The open ends make $C$ depend on the covariant gauge chosen, but not the power. The argument does not extend to non-covariant gauges: in Coulomb gauge an open end of a moving leg emits transverse photons as if the charge were stopped there. This changes the power unless the ends of the unbent path cancel the effect, as they do when both legs and the unbent path have the same speed.

For a small bend, $\phi\coth\phi=1+\phi^2/3+\dots$ gives $\Gamma\simeq\alpha\phi^2/3\pi$. For a large one, the identity $\phi\coth\phi=\phi+2\phi/(e^{2\phi}-1)$ gives $\Gamma\simeq(\alpha/\pi)(\phi-1)$. A particle of mass $M_c$ receives a momentum transfer $Q$ with
\begin{equation}
Q^2=-(M_cv_2-M_cv_1)^2=2M_c^2(\cosh\phi-1)=4M_c^2\sinh^2(\phi/2),
\end{equation}
so $\phi\simeq\ln(Q^2/M_c^2)$ at large $Q$. The exponent then grows with the logarithm of the momentum transfer.

The same exponent counts the photons that are emitted. In the interaction picture a prescribed current couples linearly to the photon operators, and the commutator of the coupling at two times is a number. The evolution operator is therefore, up to a phase, $\exp\sum(c\,a^\dagger-c^*a)$, the sum running over modes. Since $[c\,a^\dagger,-c^*a]=|c|^2$, the rule $e^{X+Y}=e^Xe^Ye^{-[X,Y]/2}$ gives
\begin{equation}
e^{\sum(ca^\dagger-c^*a)}=e^{-N/2}\,e^{\sum ca^\dagger}e^{-\sum c^*a},\qquad N=\sum|c|^2 .
\end{equation}
Acting on the vacuum, this yields $n$ photons with the Poisson probability $e^{-N}N^n/n!$. In particular $|W|^2=e^{-N}$.

To find $N$, transform the current. With convergence factors at the far ends of the path,
\begin{align}
J^\mu(k)&=e\int_0^\infty\!ds\,v_1^\mu e^{-isk\cdot v_1}+e\int_0^\infty\!dt\,v_2^\mu e^{itk\cdot v_2}
=ie\left(\frac{v_2^\mu}{k\cdot v_2}-\frac{v_1^\mu}{k\cdot v_1}\right).
\end{align}
It satisfies $k\cdot J=0$, so the sum over the two polarizations may be written $-J^*\!\cdot J$, and $N=\int d^3k\,(-J^*\!\cdot J)/[(2\pi)^32\omega]$. Write $k=\omega n$ with $n=(1,\hat{\mathbf n})$. The powers of $\omega$ combine to $d\omega/\omega$, the prefactor is $4\pi\alpha/16\pi^3=\alpha/4\pi^2$, and
\begin{equation}
\frac{dN}{d\ln\omega}=\frac{\alpha}{4\pi^2}\int d\Omega
\left[\frac{2w}{(n\cdot v_1)(n\cdot v_2)}-\frac1{(n\cdot v_1)^2}-\frac1{(n\cdot v_2)^2}\right].
\label{emission}
\end{equation}
For a timelike vector $p=(p_0,\mathbf p)$ the angular average of $1/(n\cdot p)^2$ is
\begin{equation}
\frac12\int_{-1}^1\frac{dc}{(p_0-|\mathbf p|c)^2}=\frac{1}{p_0^2-\mathbf p^2}=\frac1{p^2} ,
\end{equation}
which is 1 for a four-velocity. For the product, use $1/AB=\int_0^1dx\,[xA+(1-x)B]^{-2}$ with $p=xv_1+(1-x)v_2$, and then $z=(1-x)/x$, for which $dx/x^2=-dz$:
\begin{equation}
\int\frac{d\Omega}{4\pi}\frac{1}{(n\cdot v_1)(n\cdot v_2)}
=\int_0^1\frac{dx}{x^2+(1-x)^2+2x(1-x)w}
=\int_0^\infty\frac{dz}{1+z^2+2wz} .
\end{equation}
This is the integral (\ref{basic}) again. Hence
\begin{equation}
\frac{dN}{d\ln\omega}=\frac{\alpha}{\pi}\,(2\phi\coth\phi-2)=2\Gamma .
\end{equation}
For slow charges $\phi$ becomes the size of the velocity change, and the rate is the dipole result $(2\alpha/3\pi)(\Delta\mathbf v)^2$.

Now admit photon energies between an infrared cutoff $\lambda\sim1/L$ and $\Lambda\sim1/a$. For a real particle $\Lambda$ is the energy above which recoil or the duration of the collision invalidates the sharp bend. Constant factors in $\Lambda$, which may depend on $\phi$, belong to the hard collision and are not determined here. The probability of emitting nothing is $(\lambda/\Lambda)^{2\Gamma}$, which vanishes as $\lambda\to0$. A detector that misses photons of energy below $E$ also accepts final states with any number of them. Summing over that number, with each photon between $\lambda$ and $E$, gives
\begin{equation}
\left(\frac{\lambda}{\Lambda}\right)^{2\Gamma}\sum_{n=0}^\infty\frac{1}{n!}\left(2\Gamma\ln\frac E\lambda\right)^n
=\left(\frac{\lambda}{\Lambda}\right)^{2\Gamma}\left(\frac{E}{\lambda}\right)^{2\Gamma}
=\left(\frac{E}{\Lambda}\right)^{2\Gamma} .
\label{cancel}
\end{equation}
The infrared cutoff has dropped out. What remains is the probability that no photon is emitted between $E$ and $\Lambda$.

Take $\phi=3$, for which $Q=2M_c\sinh1.5=4.26\,M_c$, and $\Lambda=1000E$. Then
\begin{align}
\Gamma&=0.00232282\times2.01491=0.00468,\\
\left(\frac E\Lambda\right)^{2\Gamma}&=e^{-0.00936\times6.908}=0.937 .
\end{align}
With $\Lambda/\lambda=10^6$ the virtual factor in (\ref{cancel}) is 0.8787 and the sum over real photons 1.0668. With $\Lambda/\lambda=10^{12}$ they are 0.7721 and 1.2141. Both products are 0.937.

Charged fermions make the photon action non-quadratic, so (\ref{gauss}) is no longer the whole answer. If their mass is $m$ and $L\gg1/m$, they can be integrated out, which leaves local terms for the field and for the line. Among the field terms the one with a dimensionless coefficient is the Maxwell term, whose normalization defines the long-distance $\alpha$. On the line, the coupling $v\cdot A$ has a dimensionless coefficient, the conserved charge, while a constant term shifts the mass and cancels in $R$. The other terms, such as $F^4/m^4$, carry inverse powers of $m$. By power counting they change $L\,d\ln R/dL$ by inverse powers of $mL$, which integrate to a constant. In this regime (\ref{cusp}) therefore remains the full coefficient of the infrared logarithm, with $\alpha$ the long-distance value.

Light fermions are those for which $L\gg1/m$ fails. A fermion loop inserted in the photon line adds exchanges of mass $M\ge2m$, with a weight, relative to the photon, of order $\alpha$ per unit $\ln M$ for $M\gg m$, so that the weight summed up to a mass $M$ grows as $\alpha\ln(M/m)$. Each replaces $1/r^2$ in the Euclidean propagator by $MK_1(Mr)/r$, where $K_1$ is a modified Bessel function. This approaches $1/r^2$ for $r\ll1/M$ and decays as $e^{-Mr}$, up to a power of $r$, for $r\gg1/M$.

The effect is easy to compute for a Euclidean bend through an angle $\theta$, where $w=\cos\theta$ and the regulator is $+a^2$. Setting $\phi=i\theta$ in (\ref{basic}) turns $\phi\coth\phi-1$ into $\theta\cot\theta-1$, which is $-1.915$ at $\theta=2$. For a single exchange of mass $M=10^{-4}/a$ and unit weight, quadrature of the double integral gives a mean slope of $-1.915$ between $ML=0.005$ and $0.01$, and a mean slope of $-3\times10^{-9}$ between $ML=20$ and $40$. Exchanges with $M\ll1/L$ thus contribute their full logarithm, and since their summed weight is of order $\alpha\ln(1/mL)$, they add to the slope a term of order $\alpha^2\ln(1/mL)$, which depends on $L$. For massless fermions this persists at every $L$, and the one-loop result is not exact.

Consider finally a pair created at the origin, with outgoing velocities $v_1$ for the antiparticle and $v_2$ for the particle, and $v_1\cdot v_2=\cosh\beta$. The path of the charge runs backwards in time along the antiparticle and then forwards along the particle. On the first leg $x=sv_1$ with $s$ decreasing, so $dx=-v_1|ds|$. The product of tangents is $-\cosh\beta$ and $(x-y)^2=s^2+t^2-2st\cosh\beta$. Equation (\ref{ratio}) therefore holds with $w=-\cosh\beta$.

The denominator now vanishes where points on the two legs are joined by a light ray, and the term $-i0$ decides the result. It can be read as $w\to w-i0$, so the continuation from $w>1$ passes below the real axis. Since
\begin{equation}
\cosh(\chi-i\eta)=\cosh\chi\cos\eta-i\sinh\chi\sin\eta ,
\end{equation}
letting $\eta$ run from 0 to $\pi$ at $\chi=\beta$ follows such a path, and $\phi$ becomes $\beta-i\pi$.

The integral confirms this directly. Let $f(z)=1+z^2-2z\cosh\beta=(z-e^\beta)(z-e^{-\beta})$ and use $1/(f-i0)=\mathrm P(1/f)+i\pi\delta(f)$. The principal part is
\begin{equation}
\frac{1}{2\sinh\beta}\left[\ln\left|\frac{z-e^{\beta}}{z-e^{-\beta}}\right|\right]_0^\infty=-\frac{\beta}{\sinh\beta} .
\end{equation}
At both roots $|f'|=2\sinh\beta$, so the delta function gives $2\times i\pi/(2\sinh\beta)$. Multiplying the sum by $w=-\cosh\beta$ and subtracting the unbent line,
\begin{equation}
\boxed{\Gamma=\frac{\alpha}{\pi}\big[(\beta-i\pi)\coth\beta-1\big]} .
\label{pair}
\end{equation}

The real part is (\ref{cusp}) with $\phi=\beta$. It again equals half the photon number per unit $\ln\omega$, because the opposite charges of the outgoing pair give the same current as the scattered charge. The imaginary part gives $R$ the phase $+\alpha\coth\beta\,\ln(L/a)$. The relative speed, meaning the speed of one particle in the rest frame of the other, is $v_{\rm rel}=\tanh\beta$. In that frame the charge at rest has a purely Coulomb field, and the other moves through the potential energy $V=-\alpha/r$ with $r=v_{\rm rel}t$. Its phase is
\begin{equation}
-\int_{t_0}^{T}V\,dt=\frac{\alpha}{v_{\rm rel}}\ln\frac{T}{t_0} ,
\end{equation}
which agrees in sign and coefficient. The phase factor has modulus one, so it drops out of the probability and needs no real photons to cancel it.

The phases quoted next are those of the factor $(L/a)^{-\Gamma}$; the constant $C$ carries a further phase that does not depend on $L$. For $\beta=3$ and $L/a=1000$ the phase is $0.0073336\times6.908=0.0507$ rad. For $\beta=0.1$, where $v_{\rm rel}=0.0997$, the imaginary part of $\Gamma$ is $-0.0732$ and the phase is 0.506 rad, while the real part has fallen to $7.7\times10^{-6}$. A slow pair hardly radiates, but each particle stays longer in the field of the other. As $\beta\to0$ the coefficient of the logarithm in the phase grows as $\alpha/\beta$. For prescribed straight lines and small $\beta$ this holds as long as $L\sinh\beta\gg a$: with the regulator kept, the denominator in (\ref{edge}) has roots $z=\cosh\beta\pm\sqrt{\sinh^2\beta+ia^2/L^2}$, so for small $\beta$ the correction is of relative order $a^2/(L\sinh\beta)^2$. It multiplies the large imaginary part and shifts the real part of the slope by $-\alpha a^2/(2L^2\beta^3)$, an effect of the regulator. The real part therefore reaches its limit only for $a^2/L^2\ll\beta^5$: at $\beta=0.1$ and $L/a=1000$ the local value is $4.1\times10^{-6}$ rather than $7.7\times10^{-6}$. The logarithm sets in only at $L\sim a/\beta$, where the separation of the pair reaches $a$, so the phase of $R$ itself is $(\alpha/\beta)\ln(\beta L/a)$ up to a constant of order $\alpha/\beta$; at $\beta=0.1$ and $L/a=1000$ it is 0.38 rad. For real particles of reduced mass $\mu$, with $a$ of order $1/(\mu v_{\rm rel})$, the initial potential energy $\alpha/a$ is small compared with $\mu v_{\rm rel}^2$ when $\alpha\ll v_{\rm rel}$. Even in that range the attraction changes the probability through the constant, not the power: for a slow pair created at a point in an $s$ wave the rate is multiplied by the Sommerfeld factor $2\pi\eta/(1-e^{-2\pi\eta})$ with $\eta=\alpha/v_{\rm rel}$, which is 1.25 at $\beta=0.1$. Outside that range the attraction slows the pair appreciably, the velocities can no longer be prescribed as constant near the origin, and the Coulomb motion itself must be solved. At large separation its phase still grows as $\eta\ln r$, with $v_{\rm rel}$ the final speed.
